# Binding energy of a Wannier exciton in a gallium-nitride-like crystal: a program that tests the result

```python
"""Wannier exciton binding in a gallium-nitride-like crystal.

Result under test: an electron (mass m_e) and a hole (mass m_h) attracting
through static relative permittivity eps_s have the ground-state binding
    E_b = mu e^4 / (2 (4 pi eps0 eps_s)^2 hbar^2),  mu = m_e m_h/(m_e+m_h),
and the radius a = 4 pi eps0 eps_s hbar^2 / (mu e^2).
Masses are in units of the free-electron mass m0 unless named otherwise.
The solvers use eV and nm. Material values are rough typical ones.
"""
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

# Inputs
m_e, m_h, eps_s = 0.2, 1.0, 8.9
eps_inf, phonon_eV, gap_eV, cell_nm = 5.35, 0.092, 3.4, 0.5
temperature = 300.0
pair_density_cm3, carrier_density_cm3 = 1e16, 1e17
device_field_MVcm = 1.0
hole_axis, hole_plane = 2.0, 0.5

# Closed formulas, evaluated in SI
q, hbar, m0, eps0 = sc.e, sc.hbar, sc.m_e, sc.epsilon_0
mu = m_e * m_h / (m_e + m_h)
coulomb_SI = q**2 / (4 * np.pi * eps0 * eps_s)
binding = mu * m0 * coulomb_SI**2 / (2 * hbar**2) / q          # eV
radius = hbar**2 / (mu * m0 * coulomb_SI) * 1e9                # nm
rydberg = sc.Rydberg * sc.h * sc.c / q                         # eV
bohr = sc.physical_constants["Bohr radius"][0] * 1e9           # nm
assert abs(rydberg * mu / eps_s**2 / binding - 1) < 1e-7
assert abs(bohr * eps_s / mu / radius - 1) < 1e-7
assert round(binding * 1e3) == 29

# Two-particle Hamiltonian applied to the proposed state, in atomic units
xe = sp.symbols("xe ye ze", real=True)
xh = sp.symbols("xh yh zh", real=True)
me_r, mh_r, eps_r = sp.Rational(1, 5), sp.Integer(1), sp.Rational(89, 10)
total_r = me_r + mh_r
mu_r = me_r * mh_r / total_r
wave = (sp.Rational(1, 50), sp.Integer(0), sp.Rational(1, 30))
distance = sp.sqrt(sum((s - t)**2 for s, t in zip(xe, xh)))
phase = sum(k * (me_r * s + mh_r * t) / total_r
            for k, s, t in zip(wave, xe, xh))
state = sp.exp(-distance * mu_r / eps_r + sp.I * phase)
h_state = (-sum(sp.diff(state, s, 2) for s in xe) / (2 * me_r)
           - sum(sp.diff(state, t, 2) for t in xh) / (2 * mh_r)
           - state / (eps_r * distance))
expected = float(-mu_r / (2 * eps_r**2)
                 + sum(k**2 for k in wave) / (2 * total_r))
for point in [(3, 1, -2, 10, 5, 7), (-20, 4, 9, 2, -8, 1)]:
    place = dict(zip(xe + xh, point))
    local_energy = complex(sp.N((h_state / state).subs(place), 30))
    assert abs(local_energy - expected) < 1e-12

# Radial finite differences for -C/r * sum(weight * exp(-r/length))
C = q / (4 * np.pi * eps0) * 1e9                               # eV nm
kinetic = hbar**2 / (2 * mu * m0 * q) * 1e18                   # eV nm^2
step = 0.01 * radius
r = step * np.arange(1, 4001)


def radial_levels(terms):
    potential = -C / r * sum(w * np.exp(-r / length) for w, length in terms)
    return eigh_tridiagonal(2 * kinetic / step**2 + potential,
                            np.full(len(r) - 1, -kinetic / step**2),
                            select="i", select_range=(0, 1))


def variational_binding(terms):
    def energy(b):
        attraction = sum(w * 4 / (b * (2 + b / length)**2)
                         for w, length in terms)
        return kinetic / b**2 - C * attraction
    return -minimize_scalar(energy, bounds=(0.2 * radius, 4 * radius),
                            method="bounded").fun


levels, states = radial_levels([(1 / eps_s, np.inf)])
assert abs(-levels[0] / binding - 1) < 2e-4
assert abs(-levels[1] / (binding / 4) - 1) < 5e-4
peak_radius = r[np.argmax(states[:, 0]**2)]
assert abs(peak_radius - radius) < 2.1 * step

# Lattice response: Haken interpolation between the two permittivities
length_e = np.sqrt(hbar**2 / (2 * m_e * m0 * phonon_eV * q)) * 1e9
length_h = np.sqrt(hbar**2 / (2 * m_h * m0 * phonon_eV * q)) * 1e9
extra = 1 / eps_inf - 1 / eps_s
haken_terms = [(1 / eps_s, np.inf), (extra / 2, length_e),
               (extra / 2, length_h)]
haken = -radial_levels(haken_terms)[0][0]
binding_inf = rydberg * mu / eps_inf**2
assert binding < haken < binding_inf
assert -1e-3 < 1 - variational_binding(haken_terms) / haken < 0.05

# Static screening by free carriers
kT = sc.k * temperature / q                                    # eV
debye = np.sqrt(eps0 * eps_s * kT / (carrier_density_cm3 * 1e6 * q)) * 1e9
screened_terms = [(1 / eps_s, debye)]
screened = -radial_levels(screened_terms)[0][0]
assert 0 < screened < binding
assert -1e-3 < 1 - variational_binding(screened_terms) / screened < 0.05
band_density = 2 * (m_e * m0 * sc.k * temperature
                    / (2 * np.pi * hbar**2))**1.5 * 1e-6


# Anisotropic masses: Gaussian basis, lengths in a and energies in 2 E_b
def gaussian_binding(inverse_plane, inverse_axis):
    exponents = 0.03 * 3.0**np.arange(9)
    alpha = np.repeat(exponents, 3)
    beta = alpha * np.tile([0.6, 1.0, 1.6], 9)
    A, B = np.add.outer(alpha, alpha), np.add.outer(beta, beta)
    S = np.pi**1.5 / (A * np.sqrt(B))
    T = S * mu * (2 * inverse_plane * np.outer(alpha, alpha) / A
                  + inverse_axis * np.outer(beta, beta) / B)
    nodes, weights = np.polynomial.legendre.leggauss(40)
    V = -2 * np.pi * sum(0.5 * w / (A + (B - A) * (0.5 * (x + 1))**2)
                         for x, w in zip(nodes, weights))
    norm = np.sqrt(np.outer(np.diag(S), np.diag(S)))
    s_values, s_vectors = eigh(S / norm)
    keep = s_values > 1e-10
    X = s_vectors[:, keep] / np.sqrt(s_values[keep])
    return -2 * binding * eigh(X.T @ ((T + V) / norm) @ X,
                               eigvals_only=True)[0]


gaussian_isotropic = gaussian_binding(1 / mu, 1 / mu)
assert abs(gaussian_isotropic / binding - 1) < 1e-3
inverse_plane = 1 / m_e + 1 / hole_plane
inverse_axis = 1 / m_e + 1 / hole_axis
mean_inverse = (2 * inverse_plane + inverse_axis) / 3
spherical_estimate = rydberg / (mean_inverse * eps_s**2)
anisotropic = gaussian_binding(inverse_plane, inverse_axis)
assert abs(anisotropic / spherical_estimate - 1) < 0.01
assert anisotropic < rydberg / (inverse_axis * eps_s**2)


# Thermal dissociation: closed mass-action constant and momentum integrals
def states_per_volume(mass):
    scale = hbar**2 / (2 * mass * m0 * q) * 1e18
    return quad(lambda k: k**2 / (2 * np.pi**2) * np.exp(-scale * k**2 / kT),
                0, 12 * np.sqrt(kT / scale))[0] * 1e21


boltzmann = np.exp(-binding / kT)
mass_action = (mu * m0 * sc.k * temperature
               / (2 * np.pi * hbar**2))**1.5 * 1e-6 * boltzmann
mass_action_sum = (states_per_volume(m_e) * states_per_volume(m_h)
                   / states_per_volume(m_e + m_h) * boltzmann)
assert abs(mass_action_sum / mass_action - 1) < 1e-6
bound_fraction = brentq(lambda b: pair_density_cm3 * (1 - b)**2
                        - mass_action * b, 0, 1)

# Field at which the barrier top falls to the unshifted ground level
barrier_field = binding / (8 * radius)                         # V/nm
top = minimize_scalar(lambda z: C / (eps_s * z) + barrier_field * z,
                      bounds=(0.5 * radius, 30 * radius), method="bounded")
assert abs(-top.fun / -binding - 1) < 1e-6
barrier_MVcm = barrier_field * 10


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Electron mass", m_e, "m0")
show("Hole mass", m_h, "m0")
show("Static relative permittivity", eps_s)
show("Reduced mass", mu, "m0")
show("Hydrogen Rydberg energy", rydberg, "eV", 6)
show("Hydrogen Bohr radius", bohr, "nm", 6)
show("Exciton binding, formula", binding * 1e3, "meV")
show("Exciton binding, formula", binding * q, "J")
show("Exciton binding, radial grid", -levels[0] * 1e3, "meV")
show("Exciton binding, Gaussian basis", gaussian_isotropic * 1e3, "meV")
show("Exciton radius, formula", radius, "nm")
show("Most probable separation, radial grid", peak_radius, "nm")
show("Binding of n=2 level, formula", binding / 4 * 1e3, "meV")
show("Binding of n=2 level, radial grid", -levels[1] * 1e3, "meV")
show("Spacing n=1 to n=2, formula", 0.75 * binding * 1e3, "meV")
show("Wrong binding using electron mass only",
     rydberg * m_e / eps_s**2 * 1e3, "meV")
show("Rough gap", gap_eV, "eV")
show("Binding divided by gap", binding / gap_eV, "", 2)
show("Rough cell length", cell_nm, "nm")
show("Radius divided by cell length", radius / cell_nm, "", 2)
show("Rough high-frequency permittivity", eps_inf)
show("Rough optical phonon energy", phonon_eV * 1e3, "meV")
show("Binding divided by phonon energy", binding / phonon_eV, "", 2)
show("Haken length, electron", length_e, "nm", 3)
show("Haken length, hole", length_h, "nm", 3)
show("Binding with Haken potential", haken * 1e3, "meV", 3)
show("Binding with high-frequency permittivity", binding_inf * 1e3, "meV", 3)
show("Trial hole mass along axis", hole_axis, "m0")
show("Trial hole mass across axis", hole_plane, "m0")
show("Directional mean of inverse reduced mass", mean_inverse, "1/m0")
show("Anisotropic binding, spherical estimate",
     spherical_estimate * 1e3, "meV")
show("Anisotropic binding, Gaussian basis", anisotropic * 1e3, "meV")
show("Temperature", temperature, "K")
show("Thermal energy kT", kT * 1e3, "meV")
show("Mass-action constant", mass_action, "cm^-3", 3)
show("Pair density for bound fraction", pair_density_cm3, "cm^-3")
show("Bound fraction of pairs", bound_fraction * 100, "percent", 2)
show("Carrier density for screening", carrier_density_cm3, "cm^-3")
show("Carrier density / conduction-band density",
     carrier_density_cm3 / band_density, "", 2)
show("Debye length", debye, "nm", 3)
show("Binding with Debye screening", screened * 1e3, "meV", 3)
show("Barrier-lowering field", barrier_MVcm, "MV/cm", 3)
show("Rough device field", device_field_MVcm, "MV/cm")
show("Device field / barrier-lowering field",
     device_field_MVcm / barrier_MVcm, "", 2)
print("ALL CHECKS PASSED")
```

Output:

```
Electron mass: 0.2 m0
Hole mass: 1 m0
Static relative permittivity: 8.9
Reduced mass: 0.1667 m0
Hydrogen Rydberg energy: 13.6057 eV
Hydrogen Bohr radius: 0.0529177 nm
Exciton binding, formula: 28.63 meV
Exciton binding, formula: 4.587e-21 J
Exciton binding, radial grid: 28.63 meV
Exciton binding, Gaussian basis: 28.63 meV
Exciton radius, formula: 2.826 nm
Most probable separation, radial grid: 2.826 nm
Binding of n=2 level, formula: 7.157 meV
Binding of n=2 level, radial grid: 7.157 meV
Spacing n=1 to n=2, formula: 21.47 meV
Wrong binding using electron mass only: 34.35 meV
Rough gap: 3.4 eV
Binding divided by gap: 0.0084
Rough cell length: 0.5 nm
Radius divided by cell length: 5.7
Rough high-frequency permittivity: 5.35
Rough optical phonon energy: 92 meV
Binding divided by phonon energy: 0.31
Haken length, electron: 1.44 nm
Haken length, hole: 0.644 nm
Binding with Haken potential: 37.7 meV
Binding with high-frequency permittivity: 79.2 meV
Trial hole mass along axis: 2 m0
Trial hole mass across axis: 0.5 m0
Directional mean of inverse reduced mass: 6.5 1/m0
Anisotropic binding, spherical estimate: 26.43 meV
Anisotropic binding, Gaussian basis: 26.54 meV
Temperature: 300 K
Thermal energy kT: 25.85 meV
Mass-action constant: 2.82e+17 cm^-3
Pair density for bound fraction: 1e+16 cm^-3
Bound fraction of pairs: 3.3 percent
Carrier density for screening: 1e+17 cm^-3
Carrier density / conduction-band density: 0.045
Debye length: 11.3 nm
Binding with Debye screening: 16.6 meV
Barrier-lowering field: 0.0127 MV/cm
Rough device field: 1 MV/cm
Device field / barrier-lowering field: 79
ALL CHECKS PASSED
```
